# Fitting Fano profiles with Shore parameters, and why large q is fragile

A synthetic absorption spectrum has 401 points, and its noise is one per cent of the resonance height. It was generated with a Fano parameter \(q=300\). A least-squares fit returns \(q=1735\pm5769\). Nothing has failed numerically: the fitted curve is the best one, and its peak strength is known to better than half a per cent. The trouble is that \(q\) and its partner \(\rho^2\) are, at large \(q\), poor coordinates for what the spectrum determines. Shore's parameters \(a\) and \(b\) are good ones. The remedy is to fit \(a\) and \(b\), convert afterwards, and know what the conversion does to the errors.

## Two forms of one curve

Consider one isolated resonance on a constant background cross section \(c>0\), recorded with perfect energy resolution. Let \(E_0\) be its energy, \(\Gamma\) its full width, \(g=\Gamma/2\), and \(\varepsilon=(E-E_0)/g\). The Fano form is

\[
\sigma=c\left[1-\rho^2+\rho^2\frac{(q+\varepsilon)^2}{1+\varepsilon^2}\right],\qquad 0\le\rho^2\le1 .
\]

Here \(\rho^2\) is the fraction of the background that interferes with the resonance, and \(q\) measures the resonant transition amplitude against the direct one. Since

\[
(q+\varepsilon)^2=(1+\varepsilon^2)+2q\varepsilon+q^2-1,
\]

the first bracket on the right cancels the \(-\rho^2\), leaving Shore's form

\[
\sigma=c+\frac{a\varepsilon+b}{1+\varepsilon^2},\qquad a=2q\rho^2c,\quad b=(q^2-1)\rho^2c .
\]

The term in \(a\) is the antisymmetric part of the profile and the term in \(b\) the symmetric part. Both parameters are cross sections. For given \(E_0\) and \(\Gamma\) the curve is linear in \(c\), \(a\) and \(b\).

## Three readings, by hand

Suppose \(E_0\) and \(\Gamma\) are known and the cross section is read at \(\varepsilon=-1,0,1\). Shore's form gives

\[
\sigma_-=c+\frac{b-a}{2},\qquad \sigma_0=c+b,\qquad \sigma_+=c+\frac{b+a}{2}.
\]

Subtracting the outer readings isolates \(a\). Their mean is \(m=c+b/2\), so \(\sigma_0-m=b/2\). Hence

\[
a=\sigma_+-\sigma_-,\qquad b=2(\sigma_0-m),\qquad c=\sigma_0-b .
\]

Take the readings \(0.15,\ 0.50,\ 0.45\) in units of \(a_0^2\), where \(a_0\) is the Bohr radius. Then \(a=0.30\), \(m=0.30\), \(b=0.40\) and \(c=0.10\).

To convert, define \(R=\sqrt{a^2+b^2}\). Because \(4q^2+(q^2-1)^2=(q^2+1)^2\),

\[
R=(q^2+1)\rho^2c .
\]

Adding and subtracting \(b=(q^2-1)\rho^2c\) gives \(R+b=2q^2\rho^2c\) and \(R-b=2\rho^2c\). Dividing the first by \(a=2q\rho^2c\) yields

\[
q=\frac{R+b}{a},\qquad \rho^2=\frac{R-b}{2c}.
\]

In the example \(R=0.50\), so \(q=0.90/0.30=3\) and \(\rho^2=0.10/0.20=0.5\).

Now raise the last reading by \(0.005\). This gives \(a=0.305\), \(b=0.395\) and \(q=2.93\), a harmless change. Repeat the exercise with the same \(c\) and \(R\) but \(q=300\), for which \(a=0.00333\) and \(b=0.49999\). Raising \(\sigma_+\) by \(0.005\) makes \(a=0.00833\), and \(q\) falls to about 119. Lowering it by the same amount makes \(a=-0.00167\), and \(q\) becomes about \(-600\). In both cases \(b\) moves by one per cent. The data fix \(a\) as well as before in absolute terms, but \(q\) now depends on dividing by a small number.

## The conversion in general

Eliminating \(\rho^2c\) from the definitions of \(a\) and \(b\) gives \(aq^2-2bq-a=0\). Its roots are \((b\pm R)/a\), with product \((b^2-R^2)/a^2=-1\). The second root is therefore \(-1/q\). With it, \(\rho^2c=a/(2q)\) becomes

\[
\frac{a^2}{2(b-R)}=\frac{R^2-b^2}{2(b-R)}=-\frac{R+b}{2}.
\]

This is negative when \(a\ne0\). The second root describes the same curve but violates \(\rho^2\ge0\), so it is rejected.

The other limit, \(\rho^2\le1\), has a visible meaning. Put \(\varepsilon=\tan t\), \(a=R\sin\varphi\), \(b=R\cos\varphi\), with \(0<\varphi<2\pi\). Then

\[
\frac{a\varepsilon+b}{1+\varepsilon^2}=a\sin t\cos t+b\cos^2t=\frac b2+\frac R2\cos(2t-\varphi),
\]

and

\[
q=\frac{1+\cos\varphi}{\sin\varphi}=\cot\frac\varphi2 .
\]

The maximum, \(c+(R+b)/2\), is at \(t=\varphi/2\), that is \(\varepsilon=1/q\). The minimum, \(c-(R-b)/2\), is a quarter turn away in \(t\), at \(\varepsilon=-q\). Since \(\rho^2c=(R-b)/2\), the condition \(\rho^2\le1\) says that the minimum of the curve is not negative. A fit that violates it by several times its standard error signals a wrong background or a wrong model; a violation of about one standard error can be noise.

For large \(|q|\), \(R\) and \(b\) are nearly equal and \(R-b\) loses digits. Multiplying and dividing by \(R+b\) removes the subtraction:

\[
\rho^2=\frac{a^2}{2c(R+b)}\quad(b\ge0).
\]

For \(b<0\) it is \(R+b\) that cancels, and the same device gives \(q=a/(R-b)\), while \(\rho^2=(R-b)/(2c)\) is safe. At eight evenly spaced values of \(q\) from \(10^6\) to \(2\times10^6\), the subtractive formula gave relative errors up to \(1.3\times10^{-4}\) in double precision, and the stable one up to \(1.1\times10^{-16}\). This cures rounding; it does nothing about noise.

If \(a=0\) and \(b>0\), the profile is a symmetric peak with \(\rho^2=0\) and infinite \(q\). If \(a=0\) and \(b<0\), it is a symmetric dip with \(q=0\) and \(\rho^2=|b|/c\). If both vanish there is no resonance, and \(q\) is undefined.

## The fit when position and width are unknown

Let the data be \(y_i\) at energies \(E_i\). The parameters \(E_0\) and \(g\) enter nonlinearly; the other three need no starting values.

1. On a coarse grid of trial \(E_0\) and \(g\), solve the linear least-squares problem with columns \(1\), \(\varepsilon/(1+\varepsilon^2)\) and \(1/(1+\varepsilon^2)\). Keep the trial with the smallest sum of squared residuals.

2. At the current point form the residuals \(r_i=y_i-\sigma(E_i)\) and the matrix \(J\) of derivatives of \(\sigma(E_i)\) with respect to \((c,a,b,E_0,g)\). The first three columns are those of step 1. Since \(\partial\varepsilon/\partial E_0=-1/g\) and \(\partial\varepsilon/\partial g=-\varepsilon/g\), the last two are \(-\sigma'/g\) and \(-\varepsilon\sigma'/g\), with

\[
\sigma'=\frac{d\sigma}{d\varepsilon}=\frac{a(1-\varepsilon^2)-2b\varepsilon}{(1+\varepsilon^2)^2}.
\]

3. A parameter change \(\delta\) alters the residuals to \(r-J\delta\) at first order. Minimizing their squared length gives \(J^TJ\delta=J^Tr\). Take from \(\delta\) the changes of \(E_0\) and \(g\).

4. Apply them, solve again for \(c,a,b\), and halve the step until \(g>0\) and the sum of squares does not rise. Repeat from step 2 until the step is negligible.

5. Convert with the stable formulas.

The procedure finds a local minimum; the coarse scan makes it a sensible one, without a guarantee. Direct nonlinear fits in \(q\) and \(\rho^2\), started from the true values, reached the same minimum in the tests at \(q=3\) and \(q=30\). As long as the limits on \(\rho^2\) are not imposed during the fit, the choice of parameters does not change the best curve, but it can decide whether a search reaches it. At large \(|q|\), a search in \(q\) and \(\rho^2\) that starts with the wrong sign of \(q\) can stall, because for a peak \(a\) passes through zero only where \(q\) is infinite.

## Errors of a and b

Let the noise be independent from point to point with standard deviation \(s\). Near the minimum the parameter error is \((J^TJ)^{-1}J^T\) times the noise vector, so the covariance matrix is \(s^2(J^TJ)^{-1}\). To find \(J^TJ\), note that \(\delta^TJ^TJ\delta\) is the sum of \((\delta\sigma)^2\) over the points. With \(n\) closely spaced points per unit \(\varepsilon\), this is \(n\int(\delta\sigma)^2d\varepsilon\).

Let the window be centred and extend to \(|\varepsilon|=W\gg1\). The background has the large integral \(\int1^2d\varepsilon=2W\), while its overlaps with the other derivative functions stay finite. Eliminating \(c\) subtracts products of these overlaps divided by \(2W\). Its effect on the remaining errors therefore vanishes as \(1/W\), and \(c\) is dropped in what follows.

**Known position and width.** With \(\varepsilon=\tan t\),

\[
\int\frac{d\varepsilon}{(1+\varepsilon^2)^2}=\int_{-\pi/2}^{\pi/2}\cos^2t\,dt=\frac\pi2,\qquad
\int\frac{\varepsilon^2d\varepsilon}{(1+\varepsilon^2)^2}=\pi-\frac\pi2=\frac\pi2 .
\]

The cross integral vanishes because its integrand is odd. So \(a\) and \(b\) are uncorrelated, each with variance \(2s^2/(\pi n)\).

**Fitted position and width.** Write the resonance term as a complex amplitude times one pole function:

\[
\frac{a\varepsilon+b}{1+\varepsilon^2}=\mathrm{Re}(zh_1),\quad z=b-ia,\quad h_1=\frac1{1-i\varepsilon}.
\]

This holds because \(h_1=(1+i\varepsilon)/(1+\varepsilon^2)\). Let \(h_2=h_1^2\). Then \(dh_1/d\varepsilon=ih_2\), and \(-i\varepsilon h_2=(1-i\varepsilon)h_2-h_2=h_1-h_2\). Inserting \(\delta\varepsilon=-(\delta E_0+\varepsilon\,\delta g)/g\),

\[
\delta\sigma=\mathrm{Re}(uh_1-wh_2),\qquad
u=\delta z+z\frac{\delta g}{g},\quad w=z\frac{\delta g+i\,\delta E_0}{g}.
\]

For any complex \(X\), \((\mathrm{Re}X)^2=\frac12|X|^2+\frac12\mathrm{Re}X^2\). Here \(X^2\) has its poles at \(\varepsilon=-i\) alone and falls at least as \(\varepsilon^{-2}\). Closing the contour in the upper half-plane shows that its integral is zero. The remaining integrals are

\[
\int|h_1|^2d\varepsilon=\pi,\quad \int|h_2|^2d\varepsilon=\frac\pi2,\quad
\int h_1h_2^*d\varepsilon=\int\frac{1-i\varepsilon}{(1+\varepsilon^2)^2}d\varepsilon=\frac\pi2,
\]

so that

\[
\int(\delta\sigma)^2d\varepsilon=\frac\pi2\left[|u|^2-\mathrm{Re}(uw^*)+\tfrac12|w|^2\right].
\]

Resolve the changes along \(z\) and perpendicular to it: \(\delta z=(z/R)(\zeta_r+i\zeta_t)\), and likewise for \(w\). Then \(w_r=R\,\delta g/g\), \(w_t=R\,\delta E_0/g\), \(u_r=\zeta_r+w_r\) and \(u_t=\zeta_t\). The bracket separates into

\[
\left(\zeta_r^2+\zeta_rw_r+\tfrac12w_r^2\right)+\left(\zeta_t^2-\zeta_tw_t+\tfrac12w_t^2\right).
\]

The matrices of these forms are

\[
\begin{pmatrix}1&\pm\frac12\\ \pm\frac12&\frac12\end{pmatrix},\quad\text{with inverses}\quad
\begin{pmatrix}2&\mp2\\ \mp2&4\end{pmatrix}.
\]

Multiplying by \(2s^2/(\pi n)\) gives the covariances. Both \(\zeta_r\) and \(\zeta_t\) have variance

\[
s_{ab}^2=\frac{4s^2}{\pi n},
\]

and they are uncorrelated. Equal, uncorrelated errors stay so under rotation, hence \(a\) and \(b\) have the same property for every \(q\). Fitting the position and width doubles their variance and does no more. Both \(w_r\) and \(w_t\) have variance \(2s_{ab}^2\), so \(E_0\) and \(g\) each have standard error \(\sqrt2\,g\,s_{ab}/R\). None of this deteriorates at large \(q\) if \(R\) is fixed.

## What the conversion does to the errors

The pair \((b,a)\) is a point in a plane at distance \(R\) from the origin and angle \(\varphi\). Noise surrounds it with a circular cloud of radius about \(s_{ab}\). From \(z=Re^{-i\varphi}\) follow \(\zeta_r=\delta R\) and \(\zeta_t=-R\,\delta\varphi\).

Since \(q=\cot(\varphi/2)\), we have \(dq/d\varphi=-\frac12(1+q^2)\), and

\[
\delta q=\frac{1+q^2}{2R}\,\zeta_t,\qquad \text{standard error of }q=\frac{(1+q^2)s_{ab}}{2R}.
\]

Next, \(\rho^2c=(R-b)/2=R\sin^2(\varphi/2)\). Its change is

\[
\delta(\rho^2c)=\sin^2\tfrac\varphi2\,\zeta_r-\sin\tfrac\varphi2\cos\tfrac\varphi2\,\zeta_t .
\]

The variance is \(s_{ab}^2\sin^2(\varphi/2)\), because \(\sin^4+\sin^2\cos^2=\sin^2\). With \(\sin(\varphi/2)=1/\sqrt{1+q^2}\), and the error of \(c\) neglected,

\[
\text{standard error of }\rho^2=\frac{s_{ab}}{c\sqrt{1+q^2}} .
\]

Neglecting the error of \(c\) here needs more than \(W\gg1\). The variance of \(c\) is about \(s^2/(2Wn)=\pi s_{ab}^2/(8W)\), and it reaches \(\rho^2\) through the term \(-\rho^2\delta c/c\). This multiplies the variance of \(\rho^2\) by about \(1+\pi\rho^4(1+q^2)/(8W)\). The law above and the correlation below therefore require \(W\gg\rho^4(1+q^2)\). The examples below have \(\rho^2(1+q^2)=R/c=5\), so \(\rho^4(1+q^2)\) is 2.5 at \(q=3\) and 0.03 at \(q=30\), against \(W=20\). For \(q=30\), \(\rho^2=1\) and \(W=20\) the condition fails: the error of \(\rho^2\) is five times the law, and the correlation of \(q\) and \(\rho^2\) is only about \(-0.18\).

The covariance of \(q\) and \(\rho^2c\) comes from their common \(\zeta_t\). Since \(\sin(\varphi/2)\cos(\varphi/2)=q/(1+q^2)\), it equals \(-qs_{ab}^2/(2R)\). Dividing by the two standard errors,

\[
\mathrm{corr}(q,\rho^2)=-\frac{q}{\sqrt{1+q^2}} .
\]

At large \(|q|\), and with \(W\gg\rho^4(1+q^2)\), the magnitude tends to one. The reason is that \(q\approx2b/a\) and \(\rho^2\approx a^2/(4bc)\): with \(b\) and \(c\) known to better relative accuracy than \(a\), both are governed by the error of \(a\). At fixed \(R\) their relative errors grow as \(|q|\). The product \(c\rho^2q^2=(R+b)/2=R\cos^2(\varphi/2)\), which sets the peak height, keeps the error \(s_{ab}|q|/\sqrt{1+q^2}\), by the same calculation with sine and cosine exchanged.

The tangential error is also tied to the position. From the inverse matrix, the correlation of \(\zeta_t\) and \(w_t\) is \(2/\sqrt{2\cdot4}\), so \(\mathrm{corr}(q,E_0)=1/\sqrt2\) for every \(q\), while \(\mathrm{corr}(q,\Gamma)=0\). The sign can be read from the tangential form: for given \(\zeta_t\) it is smallest at \(w_t=\zeta_t\), so a value of \(q\) that is too large goes with a value of \(E_0\) that is too high.

A condition number expresses the same weakness. Use \(\ln|q|\) and \(\ln\rho^2\) as parameters, so that relative changes are compared, and hold \(c,E_0,\Gamma\) fixed. Changes of \((a,b)\) are produced by the columns

\[
\rho^2c\begin{pmatrix}2q\\2q^2\end{pmatrix},\qquad \rho^2c\begin{pmatrix}2q\\q^2-1\end{pmatrix}.
\]

Apart from \((\rho^2c)^2\), the sum of squared entries is \(5q^4+6q^2+1=(5q^2+1)(q^2+1)\), and the determinant has magnitude \(2|q|(q^2+1)\). These are the sum of squares and the product of the two singular values. Their ratio is therefore \(\kappa+1/\kappa\), with \(\kappa\) the condition number:

\[
\kappa+\frac1\kappa=\frac{5q^2+1}{2|q|},\qquad \kappa\approx\frac{5|q|}2\quad(|q|\gg1).
\]

The functions multiplying \(a\) and \(b\) are orthogonal with equal norm, so \(\kappa\) is also the condition number of the fit in these two parameters. For \(a\) and \(b\) themselves it is 1. This last value compares absolute changes of two cross sections; with \(\ln|a|\) and \(\ln|b|\) it would be about \(|q|/2\) at large \(|q|\), because the relative error of a small \(a\) is large in any case. The normal matrix \(J^TJ\) has the square of these values. Explicit sums over a very wide window give \(\kappa=7.5\), \(75\) and \(750\) at \(q=3\), \(30\) and \(300\), against \(1.0003\) for the Shore columns.

## Three resonances of equal size

Take the model values \(\Gamma=2\) mRy (27.2 meV), \(c=0.1\,a_0^2\) (2.80 Mb), \(R=0.5\,a_0^2\) (14.0 Mb) and \(s=0.005\,a_0^2\). The window is \(\pm20\) mRy with spacing 0.1 mRy. As \(g=1\) mRy, \(n=10\), and

\[
s_{ab}=\sqrt{\frac{4(0.005)^2}{10\pi}}\,a_0^2=0.00178\,a_0^2 .
\]

For each \(q\), one thousand noisy spectra were fitted.

At \(q=3\) the wide-window law predicts an error of \(10\times0.00178/(2\times0.5)=0.018\) in \(q\), with \(1+q^2=10\) and cross sections in \(a_0^2\). The explicit sum for the actual window gives 0.0198, and the scatter of the fits is 0.0197. The correlation is \(-0.923\), against \(-0.949\) in the wide-window limit. The finite window accounts for these differences, since the explicit sums approach the limit as it widens.

At \(q=30\) the true \(a\) is \(0.0333\,a_0^2\), with error \(0.0019\,a_0^2\). One spectrum gave \(q=29.7\pm1.7\) and \(\rho^2=(5.6\pm0.6)\times10^{-3}\). The relative errors, about 6 and 11 per cent, are in the ratio 1:2 expected from \(q\propto1/a\) and \(\rho^2\propto a^2\).

The fits scatter with correlation \(-0.991\), while linear theory gives \(-0.9992\). Curvature explains most of this. Let \(\tau\) be the relative error of \(a\), with standard deviation \(\nu=0.0019/0.0333=0.057\). To second order \(q\) varies as \(1-\tau+\tau^2\) and \(\rho^2\) as \(1+2\tau+\tau^2\). Scaled to unit slope, \(\tau-\tau^2\) and \(\tau+\tau^2/2\) differ by \(\frac32\tau^2\). For Gaussian errors this has variance \(\frac94\cdot2\nu^4\). Half of that, divided by \(\nu^2\), is the loss of correlation: \(\frac94\nu^2\approx0.007\).

## When an error bar on q loses its meaning

At \(q=300\) the true \(a=0.00333\,a_0^2\) is 1.7 times its standard error \(s_a=0.00191\,a_0^2\). For a peak (\(b>0\)), linear error propagation for \(q\) and \(\rho^2\) requires \(|a|\gg s_a\). It now fails in three ways.

First, the sign of \(q\) is the sign of \(a\). For Gaussian errors it is wrong with probability \(\Phi(-|a|/s_a)\), where \(\Phi\) is the normal distribution function. This is 4.0 per cent here; 4.3 per cent of the fits had the wrong sign.

Second, the distribution of \(q\approx2b/a\) is strongly skewed. The fitted values at 16, 50 and 84 per cent of the ordered list are 178, 285 and 587, whereas linear theory offers \(300\pm172\). If \(a\) is Gaussian, its density at \(a=0\) is not zero, and \(q\) has neither a finite mean nor a finite variance. Averaging \(q\) over repeated measurements is then unsound.

Third, \(\rho^2\) is biased. It is nearly proportional to \(a^2\), and the mean of the square of a fitted \(a\) is its true square plus \(s_a^2\). The mean fitted \(\rho^2\) is thus too large by a factor of about \(1+(s_a/a)^2=1.33\); the fits gave 1.31.

The inverse of \(q\) behaves better. From \(1/q=a/(R+b)\approx a/(2b)\), it is nearly linear in \(a\), so linear error propagation works for it. Its sign is wrong as often as that of \(q\), but the change of sign is now a small step through zero, covered by the error bar. Its error from linear theory is 0.00191 and its scatter 0.00192.

The spectrum of the opening paragraph had \(a=(0.0006\pm0.0019)\,a_0^2\) and \(b=(0.498\pm0.002)\,a_0^2\), so \(1/q=0.0006\pm0.0019\). Within two standard errors \(q\) is either positive and above about 230, or negative and below about \(-310\). The true value 300 lies inside. The honest result is a peak of well-measured strength with no detected asymmetry. It is conveyed by \(c\), \(a\), \(b\) and their covariance, or by \(b\) and \(1/q\) with their errors, and not by \(1735\pm5769\).

These error laws rest on uniform independent noise, a wide centred window (for \(\rho^2\), \(W\gg\rho^4(1+q^2)\) as well as \(W\gg1\)) and a correct model. A sloping background, an asymmetric resolution function or a neighbouring resonance can imitate a small antisymmetric term. At large \(q\) such an error in \(a\) is magnified in \(q\) just as noise is. The numerical check checks the conversion, the error laws and the fits numerically.

## Computed results

```
Gamma = 2.0 mRy = 27.211 meV
background = 0.10 a0^2 = 2.800 Mb
R = 0.50 a0^2 = 14.001 Mb
noise per point = 0.0050 a0^2
window = +-20 mRy, spacing 0.1 mRy, 401 points
wide-window error of a and b = 1.784e-03 a0^2
q=1e6..2e6: max relative error of rho2, subtractive 1.3e-04
q=1e6..2e6: max relative error of rho2, stable 1.1e-16
Wide window (+-2000 half-widths), from explicit sums:
 q=-2: corr(q,rho2)=0.893927, kappa=5.05, Shore kappa=1.0003
 q=3: corr(q,rho2)=-0.948468, kappa=7.54, Shore kappa=1.0003
 q=30: corr(q,rho2)=-0.999443, kappa=75.03, Shore kappa=1.0003
 q=300: corr(q,rho2)=-0.999994, kappa=750.24, Shore kappa=1.0003
Case q=3: rho2=5.0000e-01, a=0.30000, b=0.40000 a0^2
 one fit: a=0.29875+-0.00190 a0^2
 one fit: b=0.39849+-0.00186 a0^2
 one fit: q=3.001+-0.020
 one fit: rho2=4.986e-01+-5.9e-03
 one fit: x0=-0.0012, Gamma=2.0127 mRy
 error of a: linear 1.906e-03, scatter 1.884e-03 a0^2
 error of b: linear 1.861e-03, scatter 1.880e-03 a0^2
 error of q: linear 0.0198, scatter 0.0197
 error of rho2: linear 5.89e-03, scatter 5.89e-03
 corr(q,rho2): linear -0.92251, scatter -0.9229
 error of 1/q: linear 2.198e-03, scatter 2.192e-03
Case q=30: rho2=5.5494e-03, a=0.03330, b=0.49889 a0^2
 one fit: a=0.03356+-0.00191 a0^2
 one fit: b=0.49831+-0.00179 a0^2
 one fit: q=29.733+-1.695
 one fit: rho2=5.633e-03+-6.4e-04
 one fit: x0=0.0055, Gamma=1.9905 mRy
 error of a: linear 1.909e-03, scatter 1.877e-03 a0^2
 error of b: linear 1.785e-03, scatter 1.727e-03 a0^2
 error of q: linear 1.7206, scatter 1.7058
 error of rho2: linear 6.36e-04, scatter 6.26e-04
 corr(q,rho2): linear -0.99917, scatter -0.9913
 error of 1/q: linear 1.912e-03, scatter 1.878e-03
Case q=300: rho2=5.5555e-05, a=0.00333, b=0.49999 a0^2
 one fit: a=0.00057+-0.00191 a0^2
 one fit: b=0.49782+-0.00178 a0^2
 one fit: q=1734.723+-5769.130
 one fit: rho2=1.656e-06+-1.1e-05
 one fit: x0=0.0084, Gamma=2.0001 mRy
 error of a: linear 1.909e-03, scatter 1.920e-03 a0^2
 error of b: linear 1.785e-03, scatter 1.883e-03 a0^2
 linear error of q: 171.8
 fitted q at 16, 50, 84 per cent: 178, 285, 587
 wrong sign of q: expected 0.0404, found 0.0430
 mean rho2/true: expected 1.328, found 1.314
 error of 1/q: linear 1.909e-03, scatter 1.920e-03
```
